# Orbital Magnetic Susceptibility of a Gapped Dirac Monolayer

## What goes wrong if carriers are treated as ordinary electrons

Suppose that a gate adds electrons to the conduction band of a monolayer semiconductor, and that their orbital motion is treated as that of ordinary electrons of band mass $m^*$. They then contribute Landau diamagnetism, and the orbital response of the sheet becomes more diamagnetic. For a massive Dirac band this has the wrong sign. The filled valence band is already diamagnetic, Landau's term would raise that response by one half, and in fact doping removes it. What is missing is the orbital moment of each valley.

These notes derive the response of the Dirac valleys, the order of limits in which the doped zero holds, and the size of what the model omits.

## Model and conventions

In the algebra $\hbar=e=m_e=1$, temperature $T$ is in energy units, and the electron charge is $-1$. For valley $\tau=\pm1$,

$$H_\tau=v(\tau\pi_x\sigma_x+\pi_y\sigma_y)+\Delta\sigma_z,\qquad \boldsymbol\pi=-i\nabla+\mathbf A,\quad \Delta>0 .$$

The gap is $E_g=2\Delta$. With two spins and two valleys there are $g=4$ flavours. Electrons are independent, and spin couples neither to the orbit nor to the field. With $\Omega$ the grand potential per area,

$$M=-\frac{\partial\Omega}{\partial B},\qquad \chi=\left.\frac{\partial M}{\partial B}\right|_{B\to0}=-\left.\frac{\partial^2\Omega}{\partial B^2}\right|_{B\to0}.$$

The result to be shown is

$$\boxed{\chi=-\frac{g v^2}{12\pi\Delta}\,[f(-\Delta)-f(\Delta)]},\qquad f(E)=\frac1{e^{(E-\mu)/T}+1}.$$

If $T\to0$ is taken after $B\to0$, the bracket is 1 for $|\mu|<\Delta$ and 0 for $|\mu|>\Delta$. In the gap, therefore, $\chi=-gv^2/(6\pi E_g)$.

## Landau levels of the two valleys

Let $B>0$. Since $[\pi_x,\pi_y]=-i(\partial_xA_y-\partial_yA_x)=-iB$, the operator $a=(\pi_x-i\pi_y)/\sqrt{2B}$ obeys

$$[a,a^\dagger]=\frac{1}{2B}\,2i[\pi_x,\pi_y]=1 .$$

The two Hamiltonians become

$$H_+=\begin{pmatrix}\Delta&v\sqrt{2B}\,a\\ v\sqrt{2B}\,a^\dagger&-\Delta\end{pmatrix},\quad
H_-=\begin{pmatrix}\Delta&-v\sqrt{2B}\,a^\dagger\\-v\sqrt{2B}\,a&-\Delta\end{pmatrix}.$$

In valley $+$, the states $(|n-1\rangle,0)$ and $(0,|n\rangle)$ with $n\ge1$ are coupled by $v\sqrt{2Bn}$. In valley $-$ the two oscillator indices are exchanged. Each $2\times2$ block has eigenvalues

$$E=\pm\sqrt{\Delta^2+2v^2Bn},\qquad n\ge1 .$$

One state per valley has no partner. In valley $+$ it is $(0,|0\rangle)$, at $E=-\Delta$; in valley $-$ it is $(|0\rangle,0)$, at $E=+\Delta$.

Each level holds $B/2\pi$ states per area. In the gauge $\mathbf A=(0,Bx)$ the orbit centre is $x_0=-k_y/B$. The momenta $k_y$ are spaced by $2\pi/L_y$, and keeping $x_0$ inside $L_x$ allows $BL_xL_y/2\pi$ of them.

## The grand potential as a trapezoidal sum

A state of energy $E$ contributes $w(E)=-T\ln(1+e^{(\mu-E)/T})$, and $w'(E)=f(E)$. Define the energy of a pair of levels,

$$F(x)=w(\sqrt{\Delta^2+x})+w(-\sqrt{\Delta^2+x}),\qquad h=2v^2B .$$

For one spin, the two valleys together give $2\sum_{n\ge1}F(nh)+w(\Delta)+w(-\Delta)$. The last two terms equal $F(0)$, so the $n=0$ term has half weight:

$$\Omega=\frac{gB}{2\pi}\sum_{n\ge0}{}'F(nh),\qquad \sum{}'\phi(n)=\tfrac12\phi(0)+\phi(1)+\phi(2)+\dots$$

A single valley would differ from this average by $\pm\frac{B}{4\pi}[w(-\Delta)-w(\Delta)]$, which is linear in $B$. These terms cancel between valleys. Consequently $\Omega$ is even in $B$, and at fixed density and $T>0$ the chemical potential moves only at order $B^2$. That changes $M$ at order $B^3$, so $\chi$ is the same at fixed density and at fixed $\mu$.

The filled sea makes the sum diverge at large $x$. We multiply $F(x)$ by a smooth cutoff $C(x)$ that does not depend on the field, equals 1 with zero slope at $x=0$, and vanishes far away. A real crystal ends its bands in its own way and adds a background, which is examined below.

## The sum minus the integral

On one unit interval, integration by parts gives

$$\tfrac12[\phi(n)+\phi(n+1)]-\int_n^{n+1}\!\phi\,dt=\int_0^1(u-\tfrac12)\,\phi'(n+u)\,du .$$

Let $B_2(u)=u^2-u+\frac16$. Then $u-\frac12=B_2'(u)/2$ and $B_2(0)=B_2(1)=\frac16$. A second integration by parts, summed over all intervals, gives

$$\sum{}'\phi-\int_0^\infty\!\phi\,dt=-\frac{\phi'(0)}{12}-\frac12\int_0^\infty B_2(\{t\})\,\phi''(t)\,dt, \tag{1}$$

where $\{t\}$ is the fractional part of $t$.

For $\phi(t)=F(ht)$ with $F$ smooth, the last term is of higher order. Indeed $B_2=B_3'/3$ with $B_3(u)=u^3-\frac32u^2+\frac12u$, which vanishes at 0 and 1. One more integration by parts leaves $\frac16\int B_3\phi'''dt$, of size $h^2\int|F'''|dx$. In a doped band, smoothness requires $T>0$.

The integral in (1) is $\frac1h\int F\,dx$. Multiplied by $gB/2\pi$ it becomes $\frac{g}{4\pi v^2}\int F\,dx$, which is $\Omega$ at zero field. The remainder is

$$\Omega(B)-\Omega(0)=-\frac{gB}{2\pi}\,\frac{2v^2B}{12}F'(0)=-\frac{gv^2B^2}{12\pi}F'(0),$$

to order $B^2$. With $E=\sqrt{\Delta^2+x}$ and $dE/dx=1/2E$,

$$F'(x)=\frac{f(E)-f(-E)}{2E},\qquad F'(0)=-\frac{f(-\Delta)-f(\Delta)}{2\Delta}.$$

Therefore

$$\Omega(B)-\Omega(0)=\frac{gv^2B^2}{24\pi\Delta}[f(-\Delta)-f(\Delta)],$$

and minus the second derivative is the boxed result.

The sign has a simple reading. In the gap at low temperature $F=-\sqrt{\Delta^2+x}$ up to a constant. This function is convex, and the trapezoidal rule overestimates the integral of a convex function. Gathering the filled states into levels therefore raises the energy, which is diamagnetism.

Direct level sums agree with the formula. At $T=0.05\Delta$ and $2v^2B=0.004\Delta^2$, the fraction of the gap response left at $\mu=0.9\Delta$, $\Delta$ and $1.1\Delta$ is 0.8808, 0.5000 and 0.1192, from the sum and from the formula alike.

## Two limits

At $\mu=0$ the bracket is $\tanh(\Delta/2T)$. If the gap closes at fixed temperature, $\chi\to-gv^2/(24\pi T)$: heat cuts off the growth $1/\Delta$.

The area under $\chi(\mu)$ does not depend on the gap. Since $\int[f(-\Delta)-f(\Delta)]\,d\mu=2\Delta$,

$$\int\chi\,d\mu=-\frac{gv^2}{6\pi}.$$

A smaller gap gives a deeper and narrower diamagnetic well.

## Why doping cancels the response

Near the conduction edge $\sqrt{\Delta^2+2v^2Bn}\simeq\Delta+nB/m^*$, with $m^*=\Delta/v^2$. The ladder starts at $n=1$ in valley $+$ and at $n=0$ in valley $-$. With $\omega_c=B/m^*$ and $N=0,1,2,\dots$, both ladders read

$$E=\Delta+\omega_c(N+\tfrac12)\pm\tfrac12\omega_c .$$

This is an ordinary Landau ladder shifted by $\pm\mu_oB$, with valley moment $\mu_o=1/2m^*$.

**Landau part.** A trapezoidal sum with half steps contains the integer points and the midpoints. Equation (1) applied to both step sizes gives

$$\sum_N\phi(N+\tfrac12)=\Big[2\!\int\!\phi-\frac{\phi'(0)}{24}\Big]-\Big[\int\!\phi-\frac{\phi'(0)}{12}\Big]=\int\!\phi+\frac{\phi'(0)}{24}.$$

Here $\phi'(0)=\omega_cf(\Delta)=\omega_c$ once the edge is filled. The energy per flavour is $\frac{B}{2\pi}\frac{\omega_c}{24}=\frac{B^2}{48\pi m^*}$, so $\chi_L=-1/(24\pi m^*)$.

**Valley part.** Shifting a band by $\pm\mu_oB$ acts as an opposite shift of $\mu$. Averaged over valleys, $\Omega$ changes by $\frac12\mu_o^2B^2\,\partial^2\Omega/\partial\mu^2=-\frac12\mu_o^2B^2D$, where $D=m^*/2\pi$ is the density of states per flavour. Hence $\chi_V=\mu_o^2D=1/(8\pi m^*)$.

The valley part is three times the Landau part and opposite in sign:

$$\chi_L+\chi_V=\frac{1}{12\pi m^*}=\frac{v^2}{12\pi\Delta}.$$

This cancels the filled-band term, flavour by flavour. Deeper in the band the edge expansion fails, but the boxed result still gives zero: for $E<\mu$ at low temperature the two levels of a pair have energies $+E$ and $-E$, their sum does not depend on $x$, and $F'(0)=0$.

The balance depends on the pure Dirac form. Add $\alpha k^2$ to both components. The edge mass becomes $1/m_c=v^2/\Delta+2\alpha$. The lowest level of valley $-$ moves to $\Delta+\alpha B$, since $k^2\to B$ in $|0\rangle$. Writing this as $\Delta+\frac12B/m_c-\mu_oB$ gives $\mu_o=v^2/2\Delta$, unchanged. The jump at the edge is then

$$\frac{m_c}{2\pi}\left[\left(\frac{v^2}{2\Delta}\right)^2-\frac1{12m_c^2}\right].$$

If $1/m_c$ is 10% above $1/m^*$, the jump falls to $\frac{1}{1.1}\left(\frac14-\frac{1.21}{12}\right)\big/\frac16=0.81$ of its Dirac value. The same term also changes the filled bands, so 0.81 does not by itself fix the total after doping.

## Why the order of limits matters

At $T=0$ and $\mu>\Delta$, $F=-2\mu$ for $E<\mu$ and $F=-E-\mu$ for $E>\mu$. The slope jumps from 0 to $-1/2\mu$ at $x_F=\mu^2-\Delta^2$. In (1), $\phi''$ then contains a delta function of weight $-h/2\mu$ at $t=\nu=x_F/h$. It contributes $hB_2(\{\nu\})/4\mu$ to the sum, so

$$\Omega_{\rm osc}=\frac{gv^2B^2}{4\pi\mu}B_2(\{\nu\}),\qquad \nu=\frac{\mu^2-\Delta^2}{2v^2B}.$$

This is the de Haas–van Alphen oscillation, and it is itself of order $B^2$. Relative to the gap energy $gv^2B^2/(24\pi\Delta)$ it equals $6\Delta B_2(\{\nu\})/\mu$. For $\mu=1.5\Delta$ this is 0.67 at integer $\nu$ and $-0.33$ at half-integer $\nu$; direct level sums at $\nu=62$ and $62.5$ give 0.666 and $-0.333$. As $B\to0$ the ratio keeps swinging, so at strictly zero temperature a doped band has no zero-field susceptibility. The value zero belongs to $B\to0$ at $T>0$, followed by $T\to0$.

Temperature averages the $T=0$ energy over $\mu$ with weight $\frac1{4T}\operatorname{sech}^2(y/2T)$, where $y$ is the shift of $\mu$. Use $B_2(\{\nu\})=\sum_{k\ge1}\cos(2\pi k\nu)/(\pi k)^2$ and $d\nu/d\mu=\mu/(v^2B)$. For $T\ll\mu-\Delta$ the average stays within the doped band, and for $T^2\ll v^2B$ the phase is linear in $y$, and the average of $e^{i\lambda y}$ is $\pi\lambda T/\sinh(\pi\lambda T)$. Harmonic $k$ is thus multiplied by

$$\frac{X_k}{\sinh X_k},\qquad X_k=\frac{2\pi^2kT\mu}{v^2B}.$$

The magnetization oscillates more strongly than the energy, because $\nu$ varies rapidly with $B$: $\partial\nu/\partial B=-\nu/B$. For $\nu\gg1$ and $T\ll\mu-\Delta$, differentiating the first harmonic gives an amplitude, relative to the gap magnetization $|\chi|B$, of

$$\frac{6\Delta\nu}{\pi\mu}\,\frac{X_1}{\sinh X_1}. \tag{2}$$

## A lattice instead of a cutoff

A honeycomb lattice with nearest-neighbour hopping $t$ and site energies $\pm0.3t$ has two such valleys with $\Delta=0.3t$, and its bands are finite. Take one spin, temperature $0.02t$ and a flux of $1/400$ quantum per cell. In units of the Dirac gap value $|\chi|$, diagonalization gives $-0.777$ in the gap, $0.222$ at $\mu=0.45t$ and $0.226$ at $\mu=0.60t$. Extrapolating the two doped values linearly to the edge gives $2(0.222)-0.226=0.218$, and a jump of $0.218+0.777=0.995$. Halving the flux moves the gap value to $-0.778$ and the jump to $0.996$; the doped values keep the digits shown.

In this lattice, whose bands are symmetric about zero energy, the Dirac result therefore describes the change on doping well. The total is displaced by about $+0.22$, a background from the rest of the lattice bands. In this lattice the doped total is paramagnetic, not zero. Measured against the Dirac gap value, the background grows roughly as $\Delta/t$. It is about 0.11 at $\Delta=0.15t$ and about 0.45 at $\Delta=0.63t$, the ratio that the worked example below gives for a lattice constant of 0.32 nm; the jump stays within about 1% of the Dirac value.

## Worked example

Take round parameters in the rough regime of semiconducting transition-metal dichalcogenide monolayers: $E_g=1.60$ eV, $\hbar v=0.35$ eV nm and electron density $n=10^{13}$ cm$^{-2}$, or $0.10$ nm$^{-2}$. Then $v=5.32\times10^5$ m/s and $m^*=\Delta/v^2=0.50\,m_e$.

Restoring units replaces $B$ by $eB/\hbar$ and $v$ by $\hbar v$; $\hbar$ cancels, and $\chi=-ge^2v^2/(12\pi\Delta)$. With $\Delta$ in eV and $g=4$,

$$\chi=-\frac{(5.317\times10^5)^2}{3\pi(0.80)}\ \frac{\rm eV}{\rm m^2\,T^2}=-3.75\times10^{-8}\ \frac{\rm eV}{\rm nm^{2}\,T^{2}} .$$

Equivalently, $\mu_0\chi=-7.6\times10^{-5}$ angstrom, with $\mu_0$ the vacuum permeability.

The density is $n=gk_F^2/4\pi$, so the Fermi level is

$$\mu=\sqrt{0.80^2+\pi(0.10)(0.35)^2}\ \text{eV}=0.8237\ \text{eV},$$

which is 24 meV above the edge. The ideal Dirac response is then zero.

## What real sheets change

All fractions below are relative to the gap value $|\chi|$. Each effect is taken alone, with the other parameters held fixed.

**Temperature.** At fixed density, the diamagnetism left is $1-f(\Delta)$. At 10 K it is negligible. At 300 K the chemical potential drops to 9.5 meV above the edge, and 41% remains.

**Field.** At 10 K, equation (2) gives a negligible oscillation at 1 T but 0.16 at 10 T, where the cyclotron energy is 2.3 meV. This figure leaves out Zeeman splitting. With a spin $g$-factor of 2 the splitting at 10 T is 1.2 meV, about half the cyclotron energy, so the first harmonics of the two spins are nearly opposite and the oscillation falls below 0.01. In a real sheet its size therefore depends on the actual $g$-factors and on the spin splitting of the band.

**Disorder.** If every level is a Lorentzian of half-width $\Gamma$, the step is convolved with it, and the fraction left is

$$\int_{-\Delta}^{\Delta}\frac{\Gamma/\pi}{(\epsilon-\mu)^2+\Gamma^2}\,d\epsilon=\frac1\pi\left[\arctan\frac{\mu+\Delta}{\Gamma}-\arctan\frac{\mu-\Delta}{\Gamma}\right].$$

We estimate $\Gamma=\hbar/2\tau$ from the mobility $e\tau/m^*$, taking the transport lifetime for the level lifetime. A mobility of 1000 cm$^2$/Vs, taken to represent a clean cold sample, gives 1.2 meV and leaves 1.5%. A mobility of 50 cm$^2$/Vs, taken to represent a more disordered one, gives 23 meV and leaves 24%. Both figures hold $\mu$ at its clean value. At fixed density the Lorentzian tails pull $\mu$ down by an amount that grows logarithmically with the band cutoff. For cutoffs from 1.5 to 6 eV the first figure becomes 1.6–1.7%, and the second 80–96%. A width as large as the Fermi energy therefore leaves much of the diamagnetism, by an amount that this line shape does not fix.

**Spin.** The carriers' spin paramagnetism is $D_{\rm tot}/4$, with $D_{\rm tot}=g\mu/(2\pi v^2)$. Its ratio to $|\chi|$ is $\frac32(m^*/m_e)^2\mu/\Delta=0.38$. A valence-band spin splitting of 0.15 eV, at fixed mean gap, changes the gap value by only 0.2%. It matters much more on doping. A spin splitting of opposite sign in the two valleys can leave only one spin band per valley occupied, as for holes here, or for electrons at $3\times10^{12}$ cm$^{-2}$ with a 35 meV splitting. Then only half the flavours lose their diamagnetism. Each occupied flavour carries the moment $\mu_o\pm\mu_B$, with $\mu_B=\frac12$ and the same relative sign in both valleys, so the cross term $2\mu_o\mu_BD=1/4\pi$ per flavour no longer cancels. After the spin part is removed, the change on doping is $\frac12\pm\frac32m^*/m_e$, that is $1.25$ or $-0.25$ instead of 1.

**Closed shells.** Each bound electron contributes $-e^2\langle r^2\rangle/6m_e$. For a lattice constant of 0.32 nm and a rough $\sum\langle r^2\rangle=0.10$ nm$^2$ per cell, this is a diamagnetic term of about 0.9, comparable with the valley term. For MoS$_2$ that sum covers roughly the molybdenum core and the sulfur shells up to $3s$. Counting the sulfur $3p$ electrons with free-atom or free-ion radii raises it to 0.2–0.3 nm$^2$, and the term to between 2 and 3. In this estimate it does not depend on doping.

**Interactions.** With relative permittivity 4, $r_s=(m^*/m_e)/(4a_0\sqrt{\pi n})=4.2$, where $a_0$ is the Bohr radius. Coulomb energies are not small beside kinetic ones, and their effect on $\chi$ is not estimated here.

A measured total moment should not be compared with the boxed formula alone. The quantity closest to it is the change of moment on doping, in a cold, clean sheet and a weak field, with both spin bands of each valley occupied, after the spin part is subtracted; remote bands and interactions can still alter that change. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Landau-level sums, D = v = 1, T = 0.05, ratio to gap value:
  mu = 0.0: sum 1.0000, formula 1.0000
  mu = 0.9: sum 0.8808, formula 0.8808
  mu = 1.0: sum 0.5000, formula 0.5000
  mu = 1.1: sum 0.1192, formula 0.1192
  mu = 1.5: sum 0.0000, formula 0.0000
  half-gap 0.5: chi per flavour = -0.05305 (dimensionless)
  half-gap 1.0: chi per flavour = -0.02653 (dimensionless)
  half-gap 2.0: chi per flavour = -0.01326 (dimensionless)
  cold, mu = 1.5, nu = 62.00: energy/gap energy = 0.666
  cold, mu = 1.5, nu = 62.25: energy/gap energy = -0.083
  cold, mu = 1.5, nu = 62.50: energy/gap energy = -0.333
  edge jump, alpha = 0.00: sum 0.02653, formula 0.02653
  edge jump, alpha = 0.05: sum 0.02158, formula 0.02158
Honeycomb lattice, D = 0.3 hopping, in units of |Dirac gap chi|:
  in gap -0.777, at mu = 0.45 0.222, at mu = 0.60 0.226
  jump extrapolated to band edge 0.995
Example inputs (rough dichalcogenide-monolayer regime):
  gap = 1.60 eV, hbar*v = 0.35 eV nm, flavours = 4
  electron density = 1.0e+13 cm^-2
  velocity = 5.317e+05 m/s, edge mass = 0.498 m_e
  chi in gap = -3.750e-08 eV nm^-2 T^-2
  mu_0*chi in gap = -7.550e-05 angstrom
  Fermi level above band edge at T = 0: 0.0237 eV
Neglected effects, as fractions of |chi in gap| unless stated:
  T = 10 K: mu - edge = 0.0237 eV, diamagnetism left = 1.14e-12
  T = 300 K: mu - edge = 0.0095 eV, diamagnetism left = 4.09e-01
  B = 1 T, 10 K: cyclotron energy = 2.26e-04 eV, oscillation = 5.82e-29
  B = 10 T, 10 K: cyclotron energy = 2.26e-03 eV, oscillation = 1.55e-01
  mobility 1000 cm2/Vs: broadening = 0.0012 eV, diamagnetism left = 0.015
  mobility 50 cm2/Vs: broadening = 0.0233 eV, diamagnetism left = 0.242
  spin paramagnetism of carriers = 0.382
  edge jump if inverse electron mass is 10% larger = 0.814
  valence spin splitting 0.15 eV: gap chi changes by 2.20e-03
  closed shells, lattice constant 0.32 nm, sum<r^2> = 0.10 nm^2: 0.881
  interaction parameter r_s = 4.19 (relative permittivity 4.0; not a fraction)
```
